**Neutral shallow donor in a small supercell: electrostatic error and its limits**

For a cubic cell of side L much smaller than the donor radius a = ε/m, the neutral-cell energy is close to −M, where M = α/(2εL), ε is the dielectric constant, m the band mass and α the cubic Madelung constant. Energies are measured from an isolated ionized donor plus a band-edge electron, and the isolated neutral donor lies at −R, with R = m/(2ε²). The program asserts that two independent calculations of α agree and that a radial-grid calculation reproduces R. Self-consistent plane-wave calculations for cells of 10, 15 and 20 angstrom test the perturbation formulas for the electron's gathering energy and rms density variation, each with its leading and next term in L/a, to within 1% and 2%. Further assertions cover the benefit of the correction in these three cells, the predicted equal-error cell size, the compact and spread Gaussian limits, and the band-filling energy. In the 10 angstrom model cell, adding M changes the error relative to the isolated donor from −0.153 eV to +0.017 eV. The errors before and after correction have nearly equal magnitude at about 50 angstrom, or 1.57 donor radii.

## Numerical verification

```python
"""
Result under test: a neutral shallow donor in a cubic cell of side L much
smaller than its radius a = eps/m has energy close to -M, M = alpha/(2 eps L),
the same spurious energy as a positive core in a uniform background.
The isolated donor has energy -R, R = m/(2 eps^2).
Energy zero: isolated ionized donor plus an electron at the band edge.
eps: dielectric constant; m: band mass; alpha: cubic Madelung constant.
The electron's slight gathering at the core lowers the cell energy by R*f;
f is expanded through first order in L/a.
Calculations use atomic units; printed energies are in eV, lengths in angstrom.
The electron is treated in Hartree mean field with a point core.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.signal import fftconvolve
from scipy.special import erfc

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
eps, mass = 12.0, 0.2
radius = eps / mass
binding = mass / (2 * eps**2)


def integer_vectors(limit):
    x = np.arange(-limit, limit + 1)
    return np.stack(np.meshgrid(x, x, x, indexing="ij"), -1).reshape(-1, 3)


def ewald_alpha(eta=2.0):
    g = integer_vectors(5)
    r2 = np.sum(g**2, axis=1).astype(float)
    r2 = r2[r2 > 0]
    r = np.sqrt(r2)
    real = np.sum(erfc(eta * r) / r)
    recip = np.sum(np.exp(-np.pi**2 * r2 / eta**2) / (np.pi * r2))
    return -(real + recip - np.pi / eta**2 - 2 * eta / np.sqrt(np.pi))


def direct_alpha(limit=12):
    """Sum neutral unit cells: point core minus a uniform unit cube."""
    x, w = np.polynomial.legendre.leggauss(8)
    sx, sy = np.meshgrid(x, x)
    own_cube = 0.75 * np.sum(np.outer(w, w) / np.sqrt(1 + sx**2 + sy**2))
    cells = integer_vectors(limit).astype(float)
    cells = cells[np.sum(cells**2, axis=1) > 0]
    outside = np.sum(1 / np.linalg.norm(cells, axis=1))
    for i in range(8):
        for j in range(8):
            for k in range(8):
                shift = np.array([x[i], x[j], x[k]]) / 2
                distance = np.linalg.norm(cells + shift, axis=1)
                outside -= w[i] * w[j] * w[k] / 8 * np.sum(1 / distance)
    # Mean potential follows from the second moment of one neutral cell.
    second_moment = -3 * np.sum(w * (x / 2)**2) / 2
    mean_potential = -2 * np.pi / 3 * second_moment
    return -(outside - own_cube - mean_potential)


alpha = ewald_alpha()
alpha_direct = direct_alpha()
assert abs(alpha - alpha_direct) < 1e-3  # finite sum over distant cells


def madelung(length):
    return alpha / (2 * eps * length)


# Plane waves in a sphere; the FFT grid holds every difference of two waves.
cutoff = 6
grid = 4 * cutoff + 1
waves = integer_vectors(cutoff)
waves = waves[np.sum(waves**2, axis=1) <= cutoff**2]
wave_index = tuple((waves % grid).T)
difference = tuple(((waves[:, None, i] - waves[None, :, i]) % grid)
                   for i in range(3))
freq = np.rint(np.fft.fftfreq(grid) * grid)
fx, fy, fz = np.meshgrid(freq, freq, freq, indexing="ij")
g2 = fx**2 + fy**2 + fz**2
inverse_g2 = np.zeros_like(g2)
inverse_g2[g2 > 0] = 1 / g2[g2 > 0]


def solve_cell(length):
    """Return energy beyond -M, rms density variation and potential."""
    coulomb = inverse_g2 / (np.pi * eps * length)
    kinetic = (2 * np.pi / length)**2 * np.sum(waves**2, axis=1) / (2 * mass)
    density = np.zeros_like(g2)
    density[0, 0, 0] = 1
    previous = np.inf
    for _ in range(30):
        potential = coulomb * (density - 1)
        hamiltonian = potential[difference] + np.diag(kinetic)
        _, vector = eigh(hamiltonian, subset_by_index=[0, 0])
        coefficient = vector[:, 0]
        box = np.zeros_like(g2)
        box[wave_index] = coefficient
        psi = np.fft.ifftn(box) * grid**3
        density = np.fft.fftn(abs(psi)**2).real / grid**3
        energy = np.sum(kinetic * coefficient**2)
        energy += np.sum(coulomb * (density**2 / 2 - density))
        if abs(energy - previous) < 1e-11:
            break
        previous = energy
    else:
        raise RuntimeError("self-consistent density did not converge")
    rms = np.sqrt(np.sum(density**2) - density[0, 0, 0]**2)
    return energy, rms, coulomb * (density - 1)


# Lattice sums for the leading perturbation results.
norm2 = np.sum(integer_vectors(30)**2, axis=1).astype(float)
norm2 = norm2[norm2 > 0]
sum6, sum8 = np.sum(norm2**-3), np.sum(norm2**-4)
gather_leading = sum6 / np.pi**4

# Convolution sums for the next order in L/a; zero vectors are excluded.
power2 = np.fft.fftshift(inverse_g2)
power4 = power2**2
mixed_sum = fftconvolve(power2, power4, mode="same")
square_sum = fftconvolve(power4, power4, mode="same")
net_attraction = mixed_sum - 2 * power2**3
gather_slope = np.sum(power4 * net_attraction) / (2 * np.pi**7)
density_next = 2 * power2 * net_attraction + square_sum
rms_slope = np.sum(power4 * density_next) / (4 * np.pi**3 * sum8)


def gather_fraction(length):
    return gather_leading + gather_slope * length / radius


# Isolated donor from a radial finite-difference calculation.
step = radius / 100
r = step * np.arange(1, 3000)
diagonal = 1 / (mass * step**2) - 1 / (eps * r)
off_diagonal = np.full(len(r) - 1, -1 / (2 * mass * step**2))
radial_energy = eigh_tridiagonal(diagonal, off_diagonal, select="i",
                                 select_range=(0, 0))[0][0]
assert abs(radial_energy / -binding - 1) < 1e-3

print(f"Dielectric constant: {eps:.1f}")
print(f"Band mass / electron mass: {mass:.2f}")
print(f"Madelung constant, Ewald: {alpha:.5f}")
print(f"Madelung constant, direct: {alpha_direct:.5f}")
print(f"Donor radius: {radius * ANG:.2f} angstrom")
print(f"Isolated binding R: {binding * EV:.5f} eV")
print(f"Binding from radial grid: {-radial_energy * EV:.5f} eV")
print(f"Lattice sum S6: {sum6:.4f}")
print(f"Lattice sum S8: {sum8:.4f}")
print(f"Gathering fraction f, leading term: {gather_leading:.5f}")
print(f"Gathering fraction f, slope c in L/a: {gather_slope:.5f}")
print(f"Rms variation, relative slope b in L/a: {rms_slope:.5f}")

for length_ang in (10.0, 15.0, 20.0):
    length = length_ang / ANG
    beyond, rms, potential = solve_cell(length)
    m_energy = madelung(length)
    cell_energy = -m_energy + beyond
    error_raw = cell_energy + binding
    error_corrected = error_raw + m_energy
    gather_formula = gather_fraction(length) * binding
    rms_formula = length * np.sqrt(sum8) / (np.pi**3 * radius)
    rms_formula *= 1 + rms_slope * length / radius
    # Remaining differences are higher order in L/a and basis truncation.
    assert abs(-beyond / gather_formula - 1) < 0.01
    assert abs(rms / rms_formula - 1) < 0.02
    assert abs(error_corrected) < abs(error_raw)
    print(f"Cell side: {length_ang:.0f} angstrom; L/a = {length / radius:.3f}")
    print(f"  Correction M: {m_energy * EV:.5f} eV")
    print(f"  Neutral-cell energy: {cell_energy * EV:.5f} eV")
    print(f"  Gathering energy: {-beyond * EV:.5f} eV")
    print(f"  Gathering energy, formula: {gather_formula * EV:.5f} eV")
    print(f"  Rms density variation: {100 * rms:.2f} %")
    print(f"  Rms variation, formula: {100 * rms_formula:.2f} %")
    print(f"  Error before correction: {error_raw * EV:.5f} eV")
    print(f"  Error after correction: {error_corrected * EV:.5f} eV")
    print(f"  Depth, only D+ corrected: {-cell_energy * EV:.5f} eV")
    print(f"  Depth, both corrected: {-beyond * EV:.5f} eV")
    if length_ang == 10.0:
        levels = []
        for offset in (0.0, 0.25):
            kinetic = np.sum((waves + offset)**2, axis=1)
            kinetic = kinetic * (2 * np.pi / length)**2 / (2 * mass)
            matrix = potential[difference] + np.diag(kinetic)
            levels.append(eigh(matrix, eigvals_only=True,
                               subset_by_index=[0, 0])[0])
        filling = levels[1] - levels[0]
        filling_formula = 3 * np.pi**2 / (8 * mass * length**2)
        assert abs(filling / filling_formula - 1) < 0.02

# Length at which errors before and after correction have equal size.
free_part = 1 - gather_leading
root = np.sqrt(free_part**2 - 2 * gather_slope * alpha)
crossover = radius * alpha / (free_part + root)
beyond, _, _ = solve_cell(crossover)
raw = -madelung(crossover) + beyond + binding
corrected = beyond + binding
assert raw < 0 < corrected
assert abs(-raw / corrected - 1) < 0.02
print(f"Equal-error cell side: {crossover * ANG:.2f} angstrom")
print(f"Equal-error side / donor radius: {crossover / radius:.3f}")
print(f"  Error before correction: {raw * EV:.5f} eV")
print(f"  Error after correction: {corrected * EV:.5f} eV")

# Neutral cells with fixed Gaussian electrons: compact through spread out.
length = 10.0 / ANG
coulomb = inverse_g2 / (np.pi * eps * length)
print("Gaussian electron, cell side 10 angstrom:")
for ratio in (0.1, 0.5, 5.0):
    width = ratio * length
    density = np.exp(-2 * np.pi**2 * g2 * ratio**2)
    periodic = -madelung(length)
    periodic += np.sum(coulomb * (density**2 / 2 - density))
    isolated = (1 / (2 * np.sqrt(np.pi)) - np.sqrt(2 / np.pi)) / (eps * width)
    shift = periodic - isolated
    if ratio == 0.1:
        assert abs(shift) < 1e-6 * madelung(length)
    if ratio == 5.0:
        assert abs(periodic / -madelung(length) - 1) < 1e-8
        assert abs(isolated) < 0.1 * madelung(length)
    print(f"  s/L={ratio:.1f}: cell {periodic * EV:.5f} eV, "
          f"isolated {isolated * EV:.5f} eV")
    print(f"    Cell minus isolated: {shift * EV:.5f} eV")

print(f"Band filling, 10 angstrom: {filling * EV:.4f} eV")
print(f"Band filling, formula: {filling_formula * EV:.4f} eV")
print("OK")
```

It prints:

```
Dielectric constant: 12.0
Band mass / electron mass: 0.20
Madelung constant, Ewald: 2.83730
Madelung constant, direct: 2.83734
Donor radius: 31.75 angstrom
Isolated binding R: 0.01890 eV
Binding from radial grid: 0.01890 eV
Lattice sum S6: 8.4018
Lattice sum S8: 6.9458
Gathering fraction f, leading term: 0.08625
Gathering fraction f, slope c in L/a: 0.00705
Rms variation, relative slope b in L/a: 0.09346
Cell side: 10 angstrom; L/a = 0.315
  Correction M: 0.17023 eV
  Neutral-cell energy: -0.17190 eV
  Gathering energy: 0.00167 eV
  Gathering energy, formula: 0.00167 eV
  Rms density variation: 2.76 %
  Rms variation, formula: 2.76 %
  Error before correction: -0.15301 eV
  Error after correction: 0.01723 eV
  Depth, only D+ corrected: 0.17190 eV
  Depth, both corrected: 0.00167 eV
Cell side: 15 angstrom; L/a = 0.472
  Correction M: 0.11349 eV
  Neutral-cell energy: -0.11518 eV
  Gathering energy: 0.00169 eV
  Gathering energy, formula: 0.00169 eV
  Rms density variation: 4.20 %
  Rms variation, formula: 4.19 %
  Error before correction: -0.09628 eV
  Error after correction: 0.01721 eV
  Depth, only D+ corrected: 0.11518 eV
  Depth, both corrected: 0.00169 eV
Cell side: 20 angstrom; L/a = 0.630
  Correction M: 0.08512 eV
  Neutral-cell energy: -0.08683 eV
  Gathering energy: 0.00171 eV
  Gathering energy, formula: 0.00171 eV
  Rms density variation: 5.70 %
  Rms variation, formula: 5.67 %
  Error before correction: -0.06793 eV
  Error after correction: 0.01718 eV
  Depth, only D+ corrected: 0.08683 eV
  Depth, both corrected: 0.00171 eV
Equal-error cell side: 49.90 angstrom
Equal-error side / donor radius: 1.572
  Error before correction: -0.01708 eV
  Error after correction: 0.01703 eV
Gaussian electron, cell side 10 angstrom:
  s/L=0.1: cell -0.61893 eV, isolated -0.61893 eV
    Cell minus isolated: -0.00000 eV
  s/L=0.5: cell -0.17189 eV, isolated -0.12379 eV
    Cell minus isolated: -0.04810 eV
  s/L=5.0: cell -0.17023 eV, isolated -0.01238 eV
    Cell minus isolated: -0.15786 eV
Band filling, 10 angstrom: 1.4096 eV
Band filling, formula: 1.4101 eV
OK
```
